# Why crossed polarizations can give quarter-wavelength lines in atom deposition

## The situation

A beam of atoms flies towards a surface and, just before landing, crosses a standing light wave whose axis $z$ is parallel to the surface. The light acts as a row of cylindrical lenses and the atoms land in lines. If the two counter-propagating waves have the same linear polarization, the lines are $\lambda/2$ apart. If the polarizations are crossed, the total intensity no longer varies along $z$, and one might expect no lines at all. An atom with ground-state angular momentum $J=1/2$, driven towards an excited state with $J'=3/2$, can nevertheless give lines $\lambda/4$ apart.

The cause is that the two ground sublevels have potential minima at alternating positions. This is sufficient only if the sublevels are equally filled, do not mix in flight, and are focused strongly enough.

## Two displaced potentials

Atomic units are used in the algebra. Let the waves have equal amplitude $E_0$ and wavenumber $k=2\pi/\lambda$, with complex field

$$\boldsymbol{\varepsilon}(z)=E_0\left(\hat x\,e^{ikz}+\hat y\,e^{-ikz}\right).$$

With circular unit vectors $\hat e_\pm=\mp(\hat x\pm i\hat y)/\sqrt2$, the components $c_\pm=\hat e_\pm^*\cdot\boldsymbol\varepsilon$ are

$$c_\pm=\mp\frac{E_0}{\sqrt2}\left(e^{ikz}\mp i e^{-ikz}\right).$$

In the squared modulus the cross term is $2\,\mathrm{Re}(\pm i e^{2ikz})=\mp2\sin2kz$, so

$$|c_\pm|^2=E_0^2(1\mp\sin 2kz).$$

The sum is constant. What varies along $z$ is the balance between $\sigma^+$ and $\sigma^-$ light.

Take $z$ as quantization axis. The strength of each transition is a squared Clebsch-Gordan coefficient. From $m=+1/2$, $\sigma^+$ light reaches $m'=3/2$ with weight 1. For $\sigma^-$ light, apply the raising operator to $|3/2,-3/2\rangle=|{-1}\rangle|{\downarrow}\rangle$:

$$\sqrt3\,|3/2,-1/2\rangle=\sqrt2\,|0\rangle|{\downarrow}\rangle+|{-1}\rangle|{\uparrow}\rangle .$$

The overlap with $|{-1}\rangle|{\uparrow}\rangle$ is $1/\sqrt3$, so the weight is $1/3$. For $m=-1/2$ the two polarizations exchange roles.

Let $\Delta$ be the laser frequency minus the atomic frequency, and $\Omega=dE_0$ the Rabi frequency of the weight-1 transition, with dipole moment $d$. In the rotating frame the excited state lies at $-\Delta$ and the coupling is $\Omega/2$ times the relative amplitude. For $|\Delta|\gg\Omega$, second-order perturbation theory gives the unit of light shift $U_1=(\Omega/2)^2/[0-(-\Delta)]=\Omega^2/4\Delta$. Hence

$$U_\pm=U_1\left[(1\mp\sin2kz)+\tfrac13(1\pm\sin2kz)\right]=U_1\left[\tfrac43\mp\tfrac23\sin2kz\right].$$

Each potential has period $\lambda/2$ and depth $V=\tfrac43|U_1|$. For red detuning ($U_1<0$), $U_+$ has minima at $z=-\lambda/8+n\lambda/2$ and $U_-$ at $z=+\lambda/8+n\lambda/2$. Blue detuning exchanges the two sets. In both cases minima of one kind or the other occur every $\lambda/4$.

For parallel polarizations the field is $2E_0\hat x\cos kz$, so $|c_+|^2=|c_-|^2=2E_0^2\cos^2kz$. Both sublevels then feel $U_1(1+\tfrac13)\,2\cos^2kz=\tfrac83U_1\cos^2kz$. The minima coincide, and at the same intensity the depth is $2V$. Crossing the polarizations therefore costs half the depth.

## Why the sublevels stay separate

Each absorption or stimulated emission of $\sigma^\pm$ light changes $m$ by one unit. A return to the ground state takes an even number of such steps, so $m$ changes by an even number. The states $m=\pm1/2$ differ by one and are not connected.

This fails for larger $J$. For $J=1\to2$, the states $m=\pm1$ are joined through $m'=0$, with a coupling that reaches $0.167\,|U_1|$ in this light. The picture of independent sublevel potentials then has to be replaced by one with coupled states.

The $J=1/2$ sublevels can still be mixed by a transverse magnetic field, or by spontaneous emission after a photon has been absorbed. Focused light also has a weak field component along $z$, which plane waves lack. In the example below it flips well under 1 % of the atoms.

## Why alternating minima are not enough

Let the light have profile $e^{-2y^2/w^2}$ along the flight direction $y$, and let the surface lie a distance $L$ beyond its centre. Measure $\theta=2kz$ from a minimum. Apart from a part independent of $z$, the potential is $-\tfrac V2\cos\theta\,e^{-2y^2/w^2}$, and the force along $z$ is $-kV\sin\theta\,e^{-2y^2/w^2}$.

If the atom hardly moves sideways within the light (thin lens), the force acts for an effective time $\sqrt{\pi/2}\,w/v$, where $v$ is the speed. The momentum gained is

$$p_z=-kV\sqrt{\frac{\pi}{2}}\,\frac wv\sin\theta_0 .$$

During the drift time $L/v$ this displaces the atom of mass $m_a$ by $p_zL/(m_av)$. Multiplying by $2k$ and using $m_av^2=2K$, with $K$ the kinetic energy, gives

$$\theta=\theta_0-\beta\sin\theta_0,\qquad \beta=\sqrt{\frac{\pi}{2}}\,k^2wL\,\frac VK .$$

At $\beta=1$, $d\theta/d\theta_0=1-\beta\cos\theta_0$ vanishes at $\theta_0=0$: atoms near a minimum are focused on the surface.

The atoms enter uniformly in $\theta_0$, and the map is odd, so the landed density of one sublevel, with mean 1, is $n(\theta)=1+2\sum_{h\ge1} c_h\cos h\theta$, where

$$c_h=\frac1{2\pi}\int_0^{2\pi}\cos(h\theta_0-h\beta\sin\theta_0)\,d\theta_0=J_h(h\beta).$$

The last step is Bessel's integral. The other sublevel is displaced by $\lambda/4$, that is by $\pi$ in $\theta$, which multiplies harmonic $h$ by $(-1)^h$. With equal populations the film is the average of the two:

$$n_{\rm film}=1+2\sum_{h=2,4,\dots}J_h(h\beta)\cos h\theta .$$

The odd harmonics cancel and the period is $\lambda/4$.

For weak focusing, $J_1(\beta)\approx\beta/2$ and $J_2(2\beta)\approx\beta^2/2$. One sublevel alone has a modulation of amplitude $\beta$, but the film has one of amplitude $\beta^2$. Two weak sinusoids half a period apart add to a flat film; the quarter-wave lines come from the sharpening of each sublevel's lines.

| $\beta$ | $J_1(\beta)$ | $J_2(2\beta)$ |
|---|---|---|
| 0.2 | 0.0995 | 0.0197 |
| 0.5 | 0.2423 | 0.1149 |
| 1.0 | 0.4401 | 0.3528 |

If the populations are $(1\pm P)/2$, the odd terms return with weight $P$, and the $\lambda/2$ harmonic is $PJ_1(\beta)$ in size. At $\beta=1$ an imbalance of 5 % gives 0.022, against 0.353 for the quarter-wave harmonic.

## Diffraction

The wave function leaves a thin lens as $e^{i\Phi\cos\theta}$, with $\Phi=\tfrac V2\sqrt{\pi/2}\,w/v$. Let $N=-i\,\partial/\partial\theta$, $\omega_2=(2k)^2/2m_a$ and $\tau=\omega_2L/v$. Free flight turns $\theta$ into $\theta+2\tau N$. Since $[\theta,N]=i$,

$$e^{ih(\theta+2\tau N)}=e^{ih^2\tau}e^{ih\theta}e^{2ih\tau N},$$

and the last factor shifts $\theta$ by $2h\tau$. The harmonic is therefore

$$c_h=e^{ih^2\tau}\left\langle e^{ih\theta}e^{i\Phi[\cos(\theta+2h\tau)-\cos\theta]}\right\rangle_\theta .$$

The bracket in the exponent equals $-2\sin(h\tau)\sin(\theta+h\tau)$. Taking $\theta+h\tau$ as the new variable cancels the prefactor and leaves

$$c_h=J_h\big(2\Phi\sin h\tau\big).$$

For $h\tau\ll1$ the argument becomes $2\Phi h\tau=h\beta$, the classical result.

## How large: a sodium-like case

Take $\lambda=589$ nm, mass 23.0 u and an oven at 650 K. The most probable speed in the flux is 840 m/s, so $K=0.0840$ eV. Let $w=15$ µm and $L=100$ µm. These are rough values in the regime of a sodium beam. The pitch is 294.5 nm for parallel and about 147 nm for crossed polarizations.

With $k=2\pi/589\ \mathrm{nm}^{-1}$, the condition $\beta=1$ requires

$$V=\frac{K}{\sqrt{\pi/2}\,k^2wL}=0.393\ \mu\mathrm{eV},\qquad |U_1|=\tfrac34V=0.295\ \mu\mathrm{eV}.$$

For $\Delta=-400$ µeV the Rabi energy is $\sqrt{4\times400\times0.295}=21.7$ µeV, well below $|\Delta|$. The intensity follows from $I=cE_0^2/8\pi$, $\Omega=dE_0$ and the linewidth $\Gamma=4\omega^3d^2/3c^3$, where $\omega$ is the light frequency:

$$I=\frac{\omega^3\Omega^2}{6\pi c^2\Gamma}.$$

With $\Gamma=0.040$ µeV each wave needs about 3.6 kW/cm² at its centre, or 86 mW if the light has a radius of 100 µm along the lines.

Trajectories through the lens with its real thickness give a second harmonic of 0.348 instead of 0.353. A wave calculation of the same flight gives 0.347. Neither lens thickness nor diffraction matters much for this harmonic.

With an rms beam divergence of 0.1 mrad, which blurs the film by 10 nm, classical trajectories of atoms with a single speed give a peak density of 2.35 and a valley of 0.60 relative to the mean. Parallel polarizations at the same depth, hence half the intensity, give 4.22 and 0.49. The crossed peak is lower because it averages one sublevel's peak with the other's valley: $(4.22+0.49)/2\approx2.36$. Diffraction, which affects the higher harmonics more, lowers both peaks by a further 3 to 4 %.

## What a real beam changes

**Speed.** Since $\beta\propto1/v^2$, an oven beam contains under- and over-focused atoms. Averaging the thin-lens result over the thermal flux lowers the second harmonic from 0.353 to 0.212, the largest loss found here once the field described below is applied and the divergence is as small as 0.1 mrad. At this $L$, divergence becomes the larger loss above about 0.24 mrad; at the Doppler cooling limit of sodium, about 0.35 mrad, it alone multiplies the harmonic by 0.33.

**Nuclear spin.** Sodium is not a bare $J=1/2$ atom. Its nuclear spin $3/2$ makes eight ground states, split by twice the hyperfine constant of 3.66 µeV, much more than $V$. The position-dependent part of the light shift is proportional to $S_z$, so each state has an effective strength $2\langle S_z\rangle\beta$. Near zero field, with $z$ still the quantization axis, two states have $|2\langle S_z\rangle|=1$, four have $1/2$ and two have zero. At $\beta=1$ the second harmonic is then

$$\tfrac14(0.3528)+\tfrac12(0.1149)+\tfrac14(0)=0.146 .$$

An axial field of 0.3 T largely decouples the nucleus. The Bohr magneton times the field is 17.4 µeV, every $|2\langle S_z\rangle|$ is at least 0.979, and the harmonic recovers to 0.347. This assumes that all eight states are equally filled. A beam pumped into the upper hyperfine level $F=2$, as laser collimation tends to do, enters the field as four states of one spin direction and one of the other; with these five equally filled, the half-wave harmonic at $\beta=1$ is 0.26.

**The other fine-structure line.** The $J'=1/2$ level lies 2130 µeV below $J'=3/2$ and takes the remaining weight $2/3$ of the weaker polarization. The laser is detuned from it by $\Delta_1=-400+2130=+1730$ µeV. The difference between the two polarizations changes from $\tfrac23$ to $1-\tfrac13-\tfrac23\Delta/\Delta_1$, so the depth is multiplied by $1-\Delta/\Delta_1=1.23$. The intensity can be lowered by that factor.

**Zeeman shifts.** In the 0.3 T field the strong line of $m=+1/2$ moves away from the laser and its weak $J'=3/2$ line moves closer; for $m=-1/2$ the reverse holds. Including both fine-structure lines, the depth factors become 1.13 and 1.34. Mixing of the two excited levels by the field is neglected here; it changes these factors by less than 1 %. The unequal lenses leave a small $\lambda/2$ term: its harmonic is about 0.03 for a single speed at a mean $\beta$ of 1, and less after averaging over thermal speeds.

**Scattering.** An atom that stays where its light shift is largest has an excited population $2U_1/\Delta$ at the beam centre. In the $J'=3/2$ model it scatters about 0.002 photons per crossing, so optical pumping between sublevels is negligible here.

A thin-lens estimate that combines thermal speeds, divergence, nuclear spin and unequal depths, with the intensity reset to the mean depth, gives 0.19 for the quarter-wave harmonic and 0.009 for the half-wave one. The density modulation at $\lambda/4$ is twice the harmonic, about 38 % of the mean. The short pitch survives, with roughly half the quarter-wave harmonic of the ideal model.

These figures describe arriving atoms. Sodium is mobile and reactive on surfaces, and its motion after landing is not included. A Gaussian blur of rms width $s$ multiplies harmonic $h$ by $e^{-(2hks)^2/2}$, so a further 27.6 nm would halve the quarter-wave term. The fundamental of a $\lambda/2$ pattern tolerates twice that width.

## What to do about it

- Focus strongly, but not too strongly. At $\beta=0.2$ the quarter-wave modulation is only about 4 %, even in the ideal model. For a single speed, $J_2(2\beta)$ is largest near $\beta=1.5$ and changes sign near $\beta=2.6$.
- If more contrast is needed, narrow the speed distribution first when the divergence is below about 0.24 mrad (for this $L$); otherwise improve the collimation first.
- Fill the sublevels equally, and look for a $\lambda/2$ component in the film: it can signal unequal populations, unequal depths, or polarizations that are not exactly perpendicular. In the last case the total intensity varies with period $\lambda/2$, which adds the same potential to both sublevels and makes the spacing of their minima uneven.
- For an atom with nuclear spin, apply an axial field whose Zeeman energy exceeds the hyperfine splitting, but keep it small compared with the detuning. Keep the field uniform along $z$: a gradient of 1 T/m over 10 cm of flight shifts the lines of the two spin states by about 3 nm in opposite directions.
- Choose $L$ as a compromise. At fixed $w$ and speed the required depth falls as $1/L$, while the blur from divergence grows as $L$.
- Check the ground-state $J$ before transferring the scheme to another element. For $J\ge1$ the same light can couple sublevels, and the argument given here does not carry over unchanged.

The numerical output below lists the main values used.

## Computed results

```
wavelength: 589 nm
pitch, parallel polarizations: 294.5 nm
pitch, crossed polarizations: 147.2 nm
lines per wavelength, one sublevel alone: 2
largest sublevel mixing for J=1, units of U1: 0.167
atomic mass: 23.0 u
oven temperature: 650 K
most probable speed in flux: 840 m/s
kinetic energy K: 0.0840 eV
light radius w along flight: 15 um
light radius along lines: 100 um
light-to-surface distance L: 100 um
detuning: -400 ueV
natural linewidth: 0.040 ueV
depth V for beta=1: 0.393 ueV
U1: -0.295 ueV
Rabi energy: 21.7 ueV
intensity of each wave: 3645 W/cm2
power of each wave: 86 mW
beta=0.2: J1(beta)=0.0995, J2(2 beta)=0.0197
beta=0.5: J1(beta)=0.2423, J2(2 beta)=0.1149
beta=1.0: J1(beta)=0.4401, J2(2 beta)=0.3528
second harmonic, trajectories in thick lens: 0.3482
second harmonic, matter waves in thick lens: 0.3465
beam divergence, rms: 0.1 mrad
blur from divergence, rms: 10 nm
blur factor of second harmonic: 0.913
crossed, peak / valley density (mean 1): 2.35 / 0.60
parallel, same depth, peak / valley: 4.22 / 0.49
first harmonic for 5 % population imbalance: 0.0220
photons scattered per atom, upper size: 0.0020
fine-structure splitting: 2130 ueV
depth ratio with second fine-structure line: 1.231
hyperfine constant: 3.66 ueV
2<Sz> near zero field: -1.00 -0.50 -0.50 0.00 0.00 0.50 0.50 1.00
axial field: 0.3 T
Bohr magneton times field: 17.4 ueV
2<Sz> in axial field: -1.000 -0.987 -0.980 -0.979 0.979 0.980 0.987 1.000
second harmonic with nuclear spin, near zero field: 0.1457
second harmonic with nuclear spin, axial field: 0.3466
depth ratios in field, m=+1/2 and -1/2: 1.127 1.336
second harmonic with thermal speeds only: 0.2119
combined estimate, first harmonic (half-wave): 0.0085
combined estimate, second harmonic (quarter-wave): 0.1916
extra rms blur that halves quarter-wave term: 27.6 nm
```
